# Ferroelectric well depth under a 0.3 percent pseudopotential lattice-constant error

## Problem

An ultrasoft pseudopotential is tested against an all-electron calculation with the same exchange-correlation functional. For the cubic phase of a ferroelectric crystal, its equilibrium lattice constant differs from the all-electron one by 0.3 percent. Estimate the resulting change in the depth of the ferroelectric double well, and determine what happens to this change as the crystal approaches the point where the well disappears.

Use a Landau energy per unit cell for a uniform polar distortion of amplitude $u$ along the cubic axis $z$, coupled to the normal strains $\eta_1,\eta_2,\eta_3$ along the three axes. Strains are measured from the correct, all-electron, cubic lattice constant $a$. The correct energy is

$$
E=-\tfrac12 k u^2+\tfrac14 b u^4-u^2\left[g_1(\eta_1+\eta_2)+g_3\eta_3\right]+\tfrac12\,\eta^{T}C\eta .
$$

Here $\eta=(\eta_1,\eta_2,\eta_3)$, and $C$ is the $3\times3$ matrix with $C_{11}$ on the diagonal and $C_{12}$ elsewhere, both in eV per cell. A positive $k$ means that the cubic crystal is unstable against the distortion.

The following round model parameters, which represent no particular material, serve for the numbers:

- $a=4$ Å
- $k=3$ eV/Å$^2$ and $b=150$ eV/Å$^4$
- $g_1=20$ eV/Å$^2$ and $g_3=60$ eV/Å$^2$
- $C_{11}=120$ eV and $C_{12}=40$ eV

## Solution

### Where the error enters

Let the pseudopotential place the minimum of the elastic energy at $\eta_1=\eta_2=\eta_3=\delta$ instead of at zero. A lattice constant that is too large has $\delta>0$; here $\delta=\pm0.003$. I assume that this is the sole error: at a given true geometry the pseudopotential has the correct $k$, $b$, $g_1$, $g_3$ and $C$. With $\mathbf 1=(1,1,1)$ and $g=(g_1,g_1,g_3)$, the pseudopotential energy is then

$$
E_\delta=-\tfrac12 k u^2+\tfrac14 b u^4-u^2\,g^{T}\eta+\tfrac12(\eta-\delta\mathbf 1)^{T}C(\eta-\delta\mathbf 1).
$$

The coupling term contains $\eta$ and not $\eta-\delta\mathbf 1$. This is the content of the assumption: the polar instability is taken to be correct at the actual geometry, so the error acts as a pure stress. The assumption is a limiting case. A faulty interaction that shifts the lattice constant can also shift $k$ at fixed geometry; that case is taken up in the section on testing.

The shifted elastic energy can be read as a spurious pressure. Each row of $C$ sums to $K=C_{11}+2C_{12}$, so $C\mathbf 1=K\mathbf 1$, and expanding the square gives

$$
\tfrac12(\eta-\delta\mathbf 1)^{T}C(\eta-\delta\mathbf 1)
=\tfrac12\eta^{T}C\eta-K\delta(\eta_1+\eta_2+\eta_3)+\tfrac32K\delta^2 .
$$

The last term does not depend on $u$ or $\eta$ and drops out of every energy difference. To first order in strain the volume changes by $V(\eta_1+\eta_2+\eta_3)$, with $V=a^3$, so a pressure $P$ adds $PV(\eta_1+\eta_2+\eta_3)$ to the enthalpy. The two linear terms agree if $P=-K\delta/V$.

To express this through the bulk modulus $B$, apply a uniform strain $e$ to the correct crystal. The elastic energy is $\tfrac32Ke^2$, and it must equal $\tfrac12BV(3e)^2$, since the relative volume change is $3e$. Hence $B=K/(3V)$ and

$$
P=-3B\delta .
$$

For the model, $B=166.9$ GPa, and $\delta=+0.003$ acts like $P=-1.50$ GPa. An error of 0.3 percent looks small as a length, but it corresponds to a considerable pressure.

### Eliminating the strain

The well depth $D$ is defined as the energy of the relaxed cubic cell minus the energy of the relaxed polar cell, both computed with the same pseudopotential. At fixed $u$, setting the derivative of $E_\delta$ with respect to $\eta$ to zero gives

$$
C(\eta-\delta\mathbf 1)=g\,u^2,
\qquad
\eta=\delta\mathbf 1+C^{-1}g\,u^2 .
$$

This is a minimum if $C$ is positive definite, which requires $C_{11}>C_{12}$ and $C_{11}+2C_{12}>0$. Inserting it into the elastic term gives $+\tfrac12u^4g^TC^{-1}g$. Inserting it into the coupling term gives

$$
-u^2g^T\eta=-\delta\,(g^T\mathbf 1)\,u^2-u^4g^TC^{-1}g .
$$

Define $G=g^T\mathbf 1=2g_1+g_3$. The sum of the two contributions is $-G\delta u^2-\tfrac12u^4g^TC^{-1}g$, and therefore

$$
E_\delta(u)=-\tfrac12(k+2G\delta)\,u^2+\tfrac14b_*u^4,
\qquad
b_*=b-2g^TC^{-1}g .
$$

The lattice error changes the quadratic coefficient. The relaxation of the strain changes the quartic one, by an amount that does not contain $\delta$.

To evaluate $b_*$, split the coupling into an isotropic and a tetragonal part:

$$
g=\frac G3(1,1,1)+\frac{g_3-g_1}{3}(-1,-1,2).
$$

The first component of the right side is $(2g_1+g_3-g_3+g_1)/3=g_1$, and the third is $(2g_1+g_3+2g_3-2g_1)/3=g_3$, as required. Both vectors are eigenvectors of $C$, with eigenvalues $C_{11}+2C_{12}$ and $C_{11}-C_{12}$. They are orthogonal, and their squared lengths are 3 and 6. Thus

$$
g^TC^{-1}g=\frac{G^2}{9}\,\frac{3}{C_{11}+2C_{12}}+\frac{(g_3-g_1)^2}{9}\,\frac{6}{C_{11}-C_{12}},
$$

$$
b_*=b-2\left[\frac{G^2}{3(C_{11}+2C_{12})}+\frac{2(g_3-g_1)^2}{3(C_{11}-C_{12})}\right].
$$

For the model, $G=2\cdot20+60=100$ eV/Å$^2$. The bracket is $10000/600+3200/240=16.67+13.33=30$ eV/Å$^4$, so $b_*=150-60=90$ eV/Å$^4$.

The solution requires $b_*>0$. If strain relaxation made $b_*$ negative, the quartic energy would have no lower bound, and a sixth-order term $\tfrac16c_6u^6$ would be needed to define the well at all. The depth would then reach zero at a finite amplitude: requiring both the energy and its slope to vanish gives $u_0^2=-3b_*/(4c_6)$. The results below on the approach to the instability do not apply to that case.

### The depth

If $k+2G\delta\le0$, the energy has its minimum at $u=0$ and there is no well. Otherwise the condition $-(k+2G\delta)u+b_*u^3=0$ has the nonzero solution

$$
u_0^2=\frac{k+2G\delta}{b_*}.
$$

The relaxed cubic cell, with $u=0$ and $\eta=\delta\mathbf 1$, has zero energy. Hence

$$
D(\delta)=-E_\delta(u_0)=\frac{(k+2G\delta)^2}{2b_*}-\frac{(k+2G\delta)^2}{4b_*}=\frac{(k+2G\delta)^2}{4b_*}.
$$

For a crystal that truly has a well, $k>0$, division by $D(0)=k^2/(4b_*)$ gives

$$
\frac{D(\delta)}{D(0)}=\left(1+\frac{2G\delta}{k}\right)^2=\left(1-\frac{\delta}{\delta_c}\right)^2,
\qquad
\delta_c=-\frac{k}{2G}.
$$

The critical strain $\delta_c$ is the uniform strain at which the cubic crystal loses its instability. The relative error of the depth is thus fixed by one comparison: the lattice-constant error against the distance to the instability, both expressed as strains.

In the model $\delta_c=-1.5$ percent and $2G\delta=\pm0.6$ eV/Å$^2$. The correct depth is $9/(4\cdot90)=0.025$ eV, or 25 meV. The two signs of the error give

$$
\delta=+0.003:\quad 25\times(1.2)^2=36\ \text{meV},
\qquad
\delta=-0.003:\quad 25\times(0.8)^2=16\ \text{meV}.
$$

If the lattice error is the sole error, the estimate asked for is a change of $+44$ or $-36$ percent, relative to the correct depth, for a crystal 1.5 percent away from its instability.

### Approaching the instability

Taking the square root of $D$, for $k>0$ and $k+2G\delta>0$, gives

$$
\sqrt{D(\delta)}=\frac{k+2G\delta}{2\sqrt{b_*}}=\sqrt{D(0)}+\frac{G\delta}{\sqrt{b_*}} .
$$

A given lattice error shifts the square root of the depth by a constant that does not depend on $k$. The square of that constant is an energy,

$$
D_t=\frac{(G\delta)^2}{b_*}=\frac{(0.3)^2}{90}\ \text{eV}=1.0\ \text{meV}.
$$

With depths in meV, the model has $\sqrt{25}=5$, and the error turns 5 into 6 or 4. Squaring returns 36 and 16.

The table varies $k$ and keeps all other parameters. The column $\delta_c$ follows from $-k/(2G)$, and the last three columns are depths in meV for the stated lattice error.

| $k$ (eV/Å$^2$) | $\delta_c$ (%) | $-0.3$ % | no error | $+0.3$ % |
|---:|---:|---:|---:|---:|
| 3.0 | $-1.50$ | 16.0 | 25.0 | 36.0 |
| 1.0 | $-0.50$ | 0.44 | 2.78 | 7.11 |
| 0.5 | $-0.25$ | 0 | 0.69 | 3.36 |
| $-0.3$ | $+0.15$ | 0 | 0 | 0.25 |

These depths come from direct numerical minimization of the full energy over $u$ and all three strains. The closed formula was tested against each of them and agrees to within $10^{-4}$ meV.

For $G>0$, as here, four features follow from the formulas.

First, the relative error grows toward the instability, but differently for the two signs. For $\delta>0$ the ratio $(1+2G\delta/k)^2$ increases without limit as $k\to0^+$; the table gives $+44$, $+156$ and $+384$ percent. For $\delta<0$ the change cannot go beyond $-100$ percent, because the well is then gone.

Second, the absolute error does not diverge. Squaring the root law gives, while the well survives,

$$
D(\delta)-D(0)=\pm2\sqrt{D(0)D_t}+D_t ,
$$

with the sign of $\delta$. For $\delta>0$ this falls to $D_t$ as $D(0)\to0$. The errors of $+11$, $+4.3$ and $+2.7$ meV in the first three rows show the decrease.

Third, a lattice constant that is too small removes every well with $D(0)\le D_t$. The crystal with $k=0.5$ eV/Å$^2$ has a true depth of 0.69 meV, below the threshold of 1.0 meV, and the calculation finds it cubic.

Fourth, a lattice constant that is too large creates a false well when $-2G\delta<k\le0$. The last row is such a case: the true crystal is stable in the cubic phase, but the calculation gives it a well of 0.25 meV. In the third and fourth cases the error is no longer one of size. The calculation predicts the wrong phase.

If $G$ were negative, the two signs of $\delta$ would exchange roles.

### A first-order estimate for other well shapes

The quadratic-plus-quartic form is a restriction that the leading estimate does not need. Replace $-\tfrac12ku^2+\tfrac14bu^4$ by any smooth function of $u$, and keep the coupling $-u^2g^T\eta$ and the harmonic elastic energy. At the polar minimum $E_\delta$ is stationary in $u$ and $\eta$, so the change of its minimum value with $\delta$ comes from the explicit dependence alone:

$$
\frac{dE_{\min}}{d\delta}=-\mathbf 1^TC(\eta-\delta\mathbf 1)=-\mathbf 1^Tg\,u_0^2=-G u_0^2 .
$$

The second equality uses the strain condition found above. The energy of the relaxed cubic cell does not change with $\delta$, and so

$$
\frac{dD}{d\delta}=G u_0^2 .
$$

For the original model, $u_0^2=3/90=0.0333$ Å$^2$, and the first-order change is $100\times0.0333\times0.003$ eV $=10$ meV. The full changes are $+11$ and $-9$ meV; the difference from $\pm10$ is the second-order term $D_t=1$ meV.

As a second case, add $\tfrac16c_6u^6$ with $c_6=500$ eV/Å$^6$. The correct depth falls to 22.5 meV, and the first-order change becomes 8.6 meV. Full minimization gives 14.7 meV for $\delta=-0.003$ and 31.9 meV for $\delta=+0.003$, which are changes of $-35$ and $+42$ percent. The square-root law no longer holds as an identity, but for this well, with $k=3$ eV/Å$^2$, the estimate is altered by only a few percentage points. The slope $dD/d\delta=Gu_0^2$ was also tested numerically for this well.

### What strain relaxation does and does not change

Suppose the cell is held cubic at the pseudopotential's own lattice constant, $\eta=\delta\mathbf 1$. The elastic term vanishes, and

$$
E=-\tfrac12(k+2G\delta)u^2+\tfrac14bu^4,
\qquad
D_{\text{cubic}}=\frac{(k+2G\delta)^2}{4b}.
$$

The depths are now 9.6, 15.0 and 21.6 meV for errors of $-0.3$, 0 and $+0.3$ percent. They are smaller than the relaxed depths because $b>b_*$, but their ratios are the same. For a quartic well the relative error can thus be found without relaxing the polar cell, whereas the absolute error cannot. With a sixth-order term the two ratios are no longer exactly equal.

For the quartic well, the tetragonal coupling likewise affects the depth but not its relative error, provided $G$ is held fixed. With $g_1=30$ and $g_3=40$ eV/Å$^2$, $G$ is still 100 eV/Å$^2$. The correct depth becomes 19.6 meV, and the ratio for $\delta=+0.003$ remains 1.44.

The shape of the polar cell is less sensitive than the depth. From the strain solution,

$$
\eta_3-\eta_1=\frac{g_3-g_1}{C_{11}-C_{12}}\,u_0^2 ,
$$

which is proportional to $k+2G\delta$, not to its square. In the model $c/a$ is 1.0167 without error, and 1.0134 or 1.0199 with it. The tetragonal distortion $c/a-1$ thus changes by about 20 percent, roughly half the relative change of the depth.

### Use in testing a pseudopotential

The constant $G$ can be obtained without a polar relaxation. In a cubic cell at strain $\eta\mathbf 1$, the curvature of the energy at $u=0$ is $-(k+2G\eta)$. Let $\kappa_1$ and $\kappa_2$ be the curvatures at uniform strains $\eta_a$ and $\eta_b$. Then

$$
G=-\frac{\kappa_2-\kappa_1}{2(\eta_b-\eta_a)} .
$$

Together with $k$ this gives $\delta_c$, and the required accuracy of the lattice constant follows. For small errors $D(\delta)/D(0)-1\approx2\delta/|\delta_c|$ when $G>0$. To hold the depth to 10 percent with $|\delta_c|=1.5$ percent, the lattice constant must be correct to about $0.1\times1.5/2=0.075$ percent, if it is the sole error.

A comparison at a common lattice constant separates two sources of error. If both calculations use the cubic cell $\eta=0$, the pseudopotential's elastic term is the constant $\tfrac32K\delta^2$. It cancels from the depth, and both calculations should give $k^2/(4b)$. A difference that remains there, once numerical convergence is established, is a direct error in the energy of the polar distortion. Agreement at one lattice constant does not test $G$; a second common lattice constant is needed for that. Neither comparison tests $g_3-g_1$ or $C$, which enter $b_*$: the couplings $g_1=30$ and $g_3=40$ eV/Å$^2$ give the same cubic depths at every lattice constant, but a relaxed depth of 19.6 instead of 25 meV.

A direct error $\Delta k$ enters on the same footing as the lattice error, since the quadratic coefficient becomes $k+\Delta k+2G\delta$. The two can add or cancel, and they need not be independent. Take a rocksalt crystal of point ions with Madelung energy $-\alpha e^2/r$ and a nearest-neighbour repulsion $\phi=Ae^{-r/\rho}$. Equilibrium requires $6\phi'=-\alpha e^2/r^2$, so $\phi''=-\phi'/\rho=\alpha e^2/(6\rho r^2)$. If $A$ is too large the lattice expands, but at its own lattice constant the stabilizing stiffness $\phi''$ changes only by the fraction $-2\delta$. Stretching the correct crystal by $\delta$ changes it by $-(r/\rho)\delta$. For $r/\rho\gg2$, most of the softening that this term contributes to $2G\delta$ is cancelled by $\Delta k$. A good depth at the pseudopotential's own lattice constant is therefore not sufficient evidence of transferability.

### Range of the estimate

The model keeps the terms of lowest order in strain. It omits the anharmonic part of the elastic energy, the strain dependence of $b$ and the quadratic strain dependence of $k$. For uniform strain, the last of these shows up when the curvature, computed at three or more lattice constants, departs from a straight line. Such a test cannot reveal a quadratic dependence on the tetragonal strain $\eta_3-\eta_1$, which is zero in every cubic cell but not in the polar one. Other distortions that compete or couple with $u$ are also left out.

The depth refers to a uniform distortion along one axis, without zero-point motion or temperature. It is not a transition temperature, and for shallow wells the omitted quantum motion may decide whether the crystal is polar at all. Finally, $\delta$ is measured here against an all-electron calculation with the same functional. The functional's own lattice-constant error relative to experiment is a separate quantity, which a perfect pseudopotential would reproduce.

The numerical output below lists the well depths computed for the model, together with related quantities.

## Calculated quantities

```
lattice constant: 4.00 angstrom
k: 3.00 eV/A^2, b: 150.0 eV/A^4
g1: 20.0, g3: 60.0, G: 100.0 eV/A^2
C11: 120.0, C12: 40.0 eV per cell
lattice-constant error: 0.30 percent
strain-relaxed quartic constant: 90.00 eV/A^4
critical strain: -1.50 percent
shift of k, 2 G delta: 0.60 eV/A^2
threshold depth: 1.000 meV
relaxed depths in meV for error -0.3, 0, +0.3 percent:
  k =  3.00 eV/A^2: 16.000, 25.000, 36.000
    relative change: -36.0, +44.0 percent
  k =  1.00 eV/A^2: 0.444, 2.778, 7.111
    relative change: -84.0, +156.0 percent
  k =  0.50 eV/A^2: 0.000, 0.694, 3.361
    relative change: -100.0, +384.0 percent
  k = -0.30 eV/A^2: 0.000, 0.000, 0.250
polar state of the k = 3 crystal:
  error -0.3 percent: u0 = 0.1633 angstrom, c/a = 1.0134
  error +0.0 percent: u0 = 0.1826 angstrom, c/a = 1.0167
  error +0.3 percent: u0 = 0.2000 angstrom, c/a = 1.0199
depth with g1 = 30, g3 = 40 eV/A^2: 19.565 meV
  its ratio at +0.3 percent: 1.4400
bulk modulus: 166.9 GPa
pressure equivalent to +0.3 percent: -1.50 GPa
clamped cubic depths for -0.3, 0, +0.3 percent: 9.600, 15.000, 21.600 meV
first-order change, quartic well: 10.00 meV
with sixth-order constant 500 eV/A^6:
  depths for -0.3, 0, +0.3 percent: 14.693, 22.547, 31.918 meV
  first-order change: 8.62 meV
  relative change: -34.8, +41.6 percent
```
